\section*{Contact angle of a deposited island from three interfacial energies}

\section{Problem}

A material is deposited from vapour on a flat, rigid substrate. The energies per unit area are
\[
\gamma_f=1.2,\qquad \gamma_i=0.2,\qquad \gamma_s=1.0\quad\text{J/m}^2
\]
for the free surface of the film material, for the interface between film and substrate, and for the bare substrate. Deposition has stopped, and the deposited atoms can move along the surfaces until the energy is as low as possible.

Does the material cover the substrate as a continuous film, gather into islands that keep contact with it, or withdraw from it? If it forms islands, what is their contact angle $\theta$, measured through the film material?

The three energies are taken as independent of direction and of island size. Strain, the energy of the island's edge line and intermixing are left out at first; all but intermixing are given a size later.

\section{A tempting solution}

The interface is much cheaper than the bare substrate. Each unit of substrate area that is covered replaces $1.0$ by $0.2$ J/m$^2$ and so gains
\[
\Delta\equiv\gamma_s-\gamma_i=0.8\ \text{J/m}^2 .
\]
The gain is positive however much is already covered. The material therefore spreads until the substrate is covered, and $\theta=0$.

\section{Where it fails}

The gain of $0.8$ J/m$^2$ is correct, but the account is incomplete. The material also has a free upper surface, and spreading changes its area. For a flat film, each new unit of covered area brings one new unit of upper surface. The full change is
\begin{equation}
\gamma_f+\gamma_i-\gamma_s=1.2+0.2-1.0=+0.4\ \text{J/m}^2 .
\label{eq:film}
\end{equation}
Widening a flat film costs energy, so the conclusion $\theta=0$ is false.

It would be equally wrong to read \eqref{eq:film} as saying that the material withdraws into a ball. That equation describes a flat film, whose upper surface grows as fast as its base. When a tall island of fixed volume spreads, its height falls, and its upper surface grows more slowly than its base or even shrinks. The question is thus how much upper surface is created per unit of newly covered substrate, and the answer depends on the island's shape.

\section{Solution}

\subsection{The shape of the free surface}

Let $z(\rho)$ be the height of an axisymmetric island at distance $\rho$ from its axis. Take first a given base circle and a given volume. The upper surface must then have the least area. With a multiplier $p$ for the volume, the quantity to be made stationary is
\[
\int 2\pi\rho\left[\gamma_f\sqrt{1+z'^2}-p\,z\right]d\rho .
\]
The Euler--Lagrange equation is
\[
\frac{d}{d\rho}\left(\frac{\gamma_f\,\rho\,z'}{\sqrt{1+z'^2}}\right)=-p\,\rho .
\]
Integrating from the axis, where the bracket vanishes, and dividing by $\gamma_f\rho$ gives
\[
\frac{z'}{\sqrt{1+z'^2}}=-\frac{\rho}{R},\qquad R=\frac{2\gamma_f}{p}.
\]
Solving for the slope gives $z'=-\rho/\sqrt{R^2-\rho^2}$, and hence $z=\sqrt{R^2-\rho^2}+\text{const}$. This is a sphere of radius $R$. The island is a spherical cap, and what remains to be found is how flat the cap is.

The derivation used a single-valued height, which suffices for $\theta<90^\circ$. For overhanging islands, which enter below as limiting cases, the cap is taken as the trial shape.

\subsection{Geometry of the cap}

Let $r$ be the base radius and $h$ the height. The centre of the sphere lies a distance $R-h$ below the substrate plane, so
\[
r^2=R^2-(R-h)^2=2Rh-h^2
\quad\Rightarrow\quad 2Rh=r^2+h^2 .
\]
The curved area of a cap is $2\pi Rh$, that is,
\begin{equation}
A=\pi(r^2+h^2).
\label{eq:area}
\end{equation}
At depth $u$ below the top, the cross-section has area $\pi(2Ru-u^2)$. The volume is therefore
\begin{equation}
V=\pi\left(Rh^2-\frac{h^3}{3}\right)
=\frac{\pi h(r^2+h^2)}{2}-\frac{\pi h^3}{3}
=\frac{\pi h}{6}(3r^2+h^2).
\label{eq:volume}
\end{equation}
The radius drawn to the contact line makes the angle $\theta$ with the vertical, because the tangent there makes the angle $\theta$ with the horizontal. Hence
\begin{equation}
\cos\theta=\frac{R-h}{R}=1-\frac{2h^2}{r^2+h^2}=\frac{r^2-h^2}{r^2+h^2},
\qquad \tan\frac{\theta}{2}=\frac hr .
\label{eq:angle}
\end{equation}
The second relation follows from $\tan^2(\theta/2)=(1-\cos\theta)/(1+\cos\theta)$.

\subsection{Spreading at fixed volume}

Energy is counted from the bare substrate. The bulk energy of the deposit is the same for all shapes of equal volume and drops out. The island adds $\gamma_fA$ and changes the energy of the base by $(\gamma_i-\gamma_s)\pi r^2$:
\begin{equation}
G=\pi\left[\gamma_f(r^2+h^2)-\Delta\,r^2\right].
\label{eq:energy}
\end{equation}
The height is tied to $r$ by the fixed volume. Differentiating $6V/\pi=3r^2h+h^3$ gives
\[
0=6rh+(3r^2+3h^2)\frac{dh}{dr}
\quad\Rightarrow\quad
\frac{dh}{dr}=-\frac{2rh}{r^2+h^2}.
\]
The upper surface then changes as
\begin{equation}
\frac{dA}{dr}=2\pi\left(r+h\frac{dh}{dr}\right)
=2\pi r\left(1-\frac{2h^2}{r^2+h^2}\right)=2\pi r\cos\theta .
\label{eq:ratio}
\end{equation}
The base area changes by $2\pi r\,dr$. One unit of newly covered substrate therefore creates $\cos\theta$ units of upper surface. The tempting solution put $0$ in place of this factor, and the flat film has $1$. The energy changes as
\begin{equation}
\frac{dG}{dr}=2\pi r\left(\gamma_f\cos\theta-\Delta\right).
\label{eq:slope}
\end{equation}

\subsection{The minimum and the angle}

As $r$ grows from zero at fixed volume, $h$ falls, so $h/r$ falls from infinity towards zero. By \eqref{eq:angle}, $\cos\theta$ rises steadily from $-1$ towards $1$. If $-\gamma_f<\Delta<\gamma_f$, the bracket in \eqref{eq:slope} changes sign once, from negative to positive. The energy thus has one minimum among caps, at
\begin{equation}
\cos\theta=\frac{\gamma_s-\gamma_i}{\gamma_f},
\label{eq:young}
\end{equation}
which is Young's equation. For the given energies,
\[
\cos\theta=\frac{1.0-0.2}{1.2}=\frac23,\qquad \theta=48.19^\circ\approx48^\circ .
\]
The angle is neither $0^\circ$ nor $180^\circ$, so the material wets the substrate partially. It forms islands with an angle below $90^\circ$.

The tempting argument does describe how a tall island begins to move. While $\cos\theta<2/3$, spreading lowers the energy. It stops when the new upper surface costs as much as the covered substrate gains, $1.2\times\tfrac23=0.8$ J/m$^2$.

Written as $\gamma_s=\gamma_i+\gamma_f\cos\theta$, or $1.0=0.2+0.8$, the condition looks like a balance of horizontal forces on the contact line. For a solid this is shorthand: the terms are energy changes per area swept by the line, not the elastic stresses in the surfaces.

The spherical shape was also tested. The energy was minimized numerically at fixed volume over profiles $(1-x^2)$ times a polynomial with five terms in $x^2$, where $x=\rho/r$ and both $r$ and the coefficients were free. The slope at the edge gave $48.2^\circ$.

\section{Other cases of the same formula}

If $\Delta\ge\gamma_f$, the slope \eqref{eq:slope} is negative for every finite $r$ and the island spreads without limit. This is complete wetting. If $\Delta\le-\gamma_f$, the slope is positive for every $r>0$, and the island shrinks its base to a point and detaches.

With $\gamma_s=1.0$ and $\gamma_f=1.2$ J/m$^2$, complete wetting would need $\gamma_i\le-0.2$ J/m$^2$. Even an interface that costs nothing leaves $\cos\theta=5/6$, so improving the interface alone, down to zero energy, does not produce a continuous equilibrium film here.

Now exchange the materials, with the same interface energy. The deposit has $1.0$ and the substrate $1.2$ J/m$^2$, so that
\[
\cos\theta=\frac{1.2-0.2}{1.0}=1 .
\]
This pair lies on the border of complete wetting. The order of deposition therefore matters. In general, complete wetting in both orders would require $\gamma_f+\gamma_i\le\gamma_s$ and $\gamma_s+\gamma_i\le\gamma_f$. Adding the two gives $2\gamma_i\le0$. Within this model, two materials with a positive interface energy cannot each wet the other completely, which matters for a stack of alternating layers.

\section{An island of 10 nm base radius}

From \eqref{eq:angle} with $\cos\theta=2/3$,
\[
\frac hr=\sqrt{\frac{1-2/3}{1+2/3}}=\frac1{\sqrt5},
\qquad h=\frac{10}{\sqrt5}=4.47\ \text{nm},
\]
\[
R=\frac{r^2+h^2}{2h}=\frac{100+20}{2\times4.47}=13.42\ \text{nm},
\qquad
V=\frac{\pi\times4.47}{6}(300+20)=749\ \text{nm}^3 .
\]
The energy is
\[
G=\pi\,[1.2\times120-0.8\times100]=64\pi\ \text{(J/m}^2)\,\text{nm}^2=1255\ \text{eV}.
\]

Two other forms of the same volume serve for comparison. A flat film $0.5$ nm thick covers $1499$ nm$^2$. At $0.4$ J/m$^2$ it costs $3741$ eV, even without its edges. (A real film only a few atomic layers thick need not have the sum of the two separate energies, and a thin wetting layer can then coexist with islands. The model leaves this out.) A detached sphere has radius $5.63$ nm and costs $4\pi(5.63)^2\times1.2$ (J/m$^2$)\,nm$^2$, or $2988$ eV. The island lies well below both.

\section{Consequences for nucleation and coarsening}

Write $c=\cos\theta$ and insert $h=R(1-c)$ and $r^2=R^2(1-c^2)$ in \eqref{eq:volume} and \eqref{eq:energy}, with $\Delta=\gamma_fc$:
\begin{align}
V&=\frac{\pi R^3}{6}(1-c)^2\left[3(1+c)+(1-c)\right]
=\frac{\pi R^3}{3}(1-c)^2(2+c),\\
G&=\pi\gamma_fR^2(1-c)\left[2-c(1+c)\right]
=\pi\gamma_fR^2(1-c)^2(2+c).
\end{align}
The last step uses $2-c-c^2=(1-c)(2+c)$. Both expressions are those of a full sphere of radius $R$ multiplied by the same factor
\[
f=\frac{(1-c)^2(2+c)}{4}=\frac{(1/9)(8/3)}{4}=\frac{2}{27}.
\]

During deposition the vapour supplies a free-energy gain $g$ per unit volume. The total is $f\,(4\pi\gamma_fR^2-\tfrac43\pi R^3g)$, with its maximum at $R^*=2\gamma_f/g$. This critical radius does not depend on $f$, but the barrier is $f\times16\pi\gamma_f^3/(3g^2)$. At the same $g$, nucleation on this substrate needs $2/27$, about 7 percent, of the barrier for a free sphere. This continuum estimate becomes doubtful when the critical island holds only a few atoms.

Dividing the two expressions gives
\begin{equation}
\frac GV=\frac{3\gamma_f}{R}.
\label{eq:coarse}
\end{equation}
Larger islands cost less per volume, which is the driving force for coarsening. If two equal islands merge and reach the equilibrium shape, $R$ grows by $2^{1/3}$ and their total energy $G$, counted from the bare substrate, falls by about 21 percent, while the angle stays the same.

A continuous film of thickness $t$ costs $0.4/t$ per volume. Islands are lower when $3.6/R<0.4/t$, that is, when $R>9t$. The thicker the film, the larger the round islands must be for their energy to lie below that of the film. Other forms, such as long ridges or a film with holes, have thresholds of their own.

\section{Real materials and the limits of the model}

The three energies are round inputs, of the order of magnitude found for semiconductors. They are not measured values. The interface energy is the least certain, since it depends on which atoms bond across the boundary. Doubling it to $0.4$ J/m$^2$ gives $\cos\theta=0.5$ and $\theta=60.0^\circ$. Changing the film energy by $-10$ or $+10$ percent, with the others held fixed, gives $42.2^\circ$ or $52.7^\circ$. A real crystalline island can also have facets. The surface energy then depends on direction, the angle can differ from one side of the island to another, and \eqref{eq:young} no longer fixes it. The $48^\circ$ describes an isotropic stand-in, and these shifts of 5 to 12 degrees indicate how sensitive it is. Intermixing would change the energies themselves and is not estimated here.

The other neglected effects can be sized for the 10 nm island at 800 K.

\paragraph{Edge line.} An energy $\tau$ per length of contact line adds $2\pi r\tau$ to $G$. The condition becomes $\gamma_f\cos\theta=\Delta-\tau/r$. A rough scale is $\gamma_f$ times a length of about one bond, set here to $0.235$ nm, or $\tau=2.82\times10^{-10}$ J/m. With a positive sign and fixed volume this gives $50.0^\circ$. The correction grows as $1/r$ for smaller islands.

\paragraph{Misfit strain.} Equal strain $\varepsilon$ in both directions of the plane stores an energy $M\varepsilon^2$ per volume, where $M$ is the biaxial modulus. If the strain is uniform, this energy is the same for all shapes of equal volume and does not move the angle. A real island relaxes by an amount that depends on its shape. That relaxation is not calculated here. As a stand-in that indicates only the order of magnitude of the shift, charge the whole energy to the interface. With $M=180$ GPa, $\varepsilon=0.5$ percent and mean thickness $V/(\pi r^2)$ this is $0.0107$ J/m$^2$, and the angle becomes $48.9^\circ$. The strain energy per base area grows with height and with $\varepsilon^2$, so a badly matched pair may behave quite differently.

\paragraph{Thermal fluctuations.} Let $K=d^2G/d\theta^2$ at the minimum and fixed volume. With $q=\tan(\theta/2)$, the volume is proportional to $r^3q(3+q^2)$. Setting its change to zero and using $dq/d\theta=(1+q^2)/2$ gives
\[
\frac{dr}{d\theta}=-\frac{r(1+q^2)^2}{2q(3+q^2)},\qquad
K=-2\pi r\gamma_f\sin\theta\,\frac{dr}{d\theta}=1765\ \text{eV/rad}^2 .
\]
Equipartition, $\tfrac12K\langle\delta\theta^2\rangle=\tfrac12k_BT$ with $k_BT=0.0689$ eV, gives an rms spread of $0.36^\circ$ for this one mode of deformation, in which the island stays a spherical cap. Shorter ripples of the surface add to the slope at the edge, so the local angle at the contact line fluctuates by more than this.

\paragraph{Time.} Curvature changes the chemical potential by about $\gamma_f\Omega/r$ over a distance $r$, where $\Omega$ is the atomic volume. With surface diffusivity $D$ and $\nu$ mobile atoms per area, the flux per length is about $D\nu\gamma_f\Omega/(k_BTr^2)$. Carried across a line of length $r$, it must move a volume of order $r^3$, which takes
\[
t\sim\frac{r^4k_BT}{D\,\nu\,\gamma_f\,\Omega^2}.
\]
For $\Omega=0.020$ nm$^3$, $\nu=7.0$ nm$^{-2}$ and one hour, this gives $D$ of about $9\times10^{-14}$ cm$^2$/s. This $\nu$ is about the density of all surface atoms, so $D$ is an average over all of them. Only the product $D\nu$ is fixed: if a small fraction of the atoms is mobile, their own diffusivity must be larger in proportion. The numerical factor left out can be large, even a hundred, because the length enters to the fourth power. For small departures from the cap shape it lowers the $D$ that is needed. If diffusion is much slower, the shape is set by how the atoms arrived, and Young's equation does not give the observed angle. An island twice as wide needs sixteen times as long.

For this island the changes of the surface energies tried above thus shift the angle by more than each of the estimated effects of edge line, strain and thermal motion of the overall cap shape. The values behind these estimates are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film surface energy: 1.2 J/m^2
Interface energy: 0.2 J/m^2
Substrate surface energy: 1.0 J/m^2
Substrate minus interface energy: 0.8 J/m^2
Cost of a continuous film: 0.4 J/m^2
Cosine of contact angle: 0.6667 (no unit)
Contact angle, Young equation: 48.19 degrees
Contact angle, cap minimization: 48.19 degrees
Contact angle, free profile: 48.2 degrees
Horizontal film pull: 0.800 J/m^2
Island base radius: 10.0 nm
Island height: 4.47 nm
Sphere radius of island: 13.42 nm
Island volume: 749 nm^3
Island energy: 1255 eV
Flat film thickness: 0.5 nm
Flat film area, equal volume: 1499 nm^2
Flat film energy, edges left out: 3741 eV
Detached sphere radius: 5.63 nm
Detached sphere energy: 2988 eV
Angle, film energy 10% lower: 42.2 degrees
Angle, film energy 10% higher: 52.7 degrees
Angle, interface energy doubled: 60.0 degrees
Bond length for line tension: 0.235 nm
Line tension scale: 2.82e-10 J/m
Angle with this line tension: 50.0 degrees
Biaxial modulus, rough: 180 GPa
Lattice mismatch, rough: 0.5 percent
Strain energy per base area: 0.0107 J/m^2
Angle if strain is charged to interface: 48.9 degrees
Temperature: 800 K
Thermal energy kT: 0.0689 eV
Energy curvature in angle: 1765 eV/rad^2
Thermal rms spread of angle: 0.36 degrees
Atomic volume, rough: 0.020 nm^3
Mobile surface atom density, rough: 7.0 nm^-2
Time allowed for equilibrium: 3600 s
Surface diffusivity needed: 9.1e-14 cm^2/s
\end{verbatim}
